\section*{Why a bare relaxation time loses electrons, and Mermin's cure}

\section*{Where the electrons go}

Q: I want the density response of the electrons in a copper line. I take the collisionless response and replace $\omega$ by $\omega+i\gamma$, with $\gamma=1/\tau$. Collisions relax the distribution to equilibrium and only randomize momentum, so particle number is safe.

A: Which equilibrium do they relax to?

Q: The uniform one, $f(H_0)$, with the metal's Fermi energy. It holds the same total number of electrons as the disturbed state.

A: The same total, yes. Let us test the local number. I use Hartree atomic units with electron mass 1, free electrons with $\varepsilon_k=k^2/2$, and a weak total potential energy $U e^{i(qx-\omega t)}$. "Total" means that the field of the displaced electrons is included. The density matrix obeys
\begin{equation}
i\,\partial_t\rho=[H_0+U,\rho]-i\gamma(\rho-\rho_{\rm ref}),
\end{equation}
and your choice is $\rho_{\rm ref}=f(H_0)$. I keep a possible first-order change $\delta\rho_{\rm ref}$ for later. Write
\[
\Delta=\varepsilon_{k+q}-\varepsilon_k,\qquad F=f_k-f_{k+q},\qquad z=\omega+i\gamma .
\]
Between $\langle k+q|$ and $|k\rangle$, the commutator with $H_0$ gives $\Delta\,\delta\rho_k$, and $[U,f(H_0)]$ gives $U(f_k-f_{k+q})=FU$. To first order,
\begin{align}
\omega\,\delta\rho_k&=\Delta\,\delta\rho_k+FU-i\gamma(\delta\rho_k-\delta\rho_{\rm ref}),\nonumber\\
(z-\Delta)\,\delta\rho_k&=FU+i\gamma\,\delta\rho_{\rm ref}.
\label{eq:master}
\end{align}
With $\delta\rho_{\rm ref}=0$, divide by $z-\Delta$ and sum over $k$ and spin:
\begin{equation}
\delta n=\chi_0(q,z)\,U,\qquad \chi_0(q,z)=\sum_k\frac{F}{z-\Delta}.
\label{eq:bare}
\end{equation}

Q: That is my recipe, so it does follow from the equation.

A: It does. Now sum (\ref{eq:master}) without dividing. The current is $j=\sum_k(k_x+q/2)\,\delta\rho_k$, and $q(k_x+q/2)=\Delta$, so $\sum_k\Delta\,\delta\rho_k=qj$. Also $\sum_kF=0$, because a shift of $k$ turns one term into the other. Hence $z\,\delta n-qj=i\gamma\,\delta n_{\rm ref}$. Multiply by $-i$ and use $-iz=-i\omega+\gamma$:
\begin{equation}
-i\omega\,\delta n+iqj=-\gamma(\delta n-\delta n_{\rm ref}).
\label{eq:leak}
\end{equation}
The left side is $\partial_t n+\partial_x j$. In your model $\delta n_{\rm ref}=0$, and the right side is $-\gamma\,\delta n$. Electrons vanish from the crests and appear in the troughs without travelling between them.

Q: But $\delta n$ becomes small at long wavelength. Surely the leak becomes harmless there?

A: Its rate relative to the density it acts on is $\gamma$ at every nonzero $q$. In your model $qj=z\,\delta n$, so at fixed $\omega$ the leak is the fraction $\gamma/|z|$ of the flow term $qj$, whatever the wavelength. A neutral pattern left to itself flows from crest to trough more slowly as the wavelength grows, so there the leak even gains in importance. At $q=0$ itself, (\ref{eq:leak}) has no current term and a potential uniform in space changes nothing, so the total number is kept.

Q: The recipe gives the Drude conductivity, though. How can it do that if it loses particles?

A: Because you take that conductivity from the current. With $\delta n_{\rm ref}=0$ we have $qj=z\,\delta n$. For small $q$ at fixed $\omega$ we shall find $\chi_0\to nq^2/z^2$, so $j=nqU/z$. The force is $-iqU$, and their ratio is $in/z=n\tau/(1-i\omega\tau)$, the Drude result. Had you inferred the current from the density through continuity, you would have found $\omega\,\delta n/q$, smaller by the factor $\omega/z$. One model then has two conductivities. At 1 THz and $\tau=25$ fs, $\omega\tau=0.157$ and $|\omega/z|=0.155$.

\section*{A static potential}

Q: Static screening should still be fine. Nothing moves, so why would collisions matter?

A: They should not, but your formula gives $\chi_0(q,i\gamma)$ at $\omega=0$, which still contains $\gamma$. Take $q\ll k_F$ and a cold gas. Then $F=\Delta\,\delta(\varepsilon-E_F)$ and $\Delta=qv_F\mu$, where $\mu$ is the cosine of the angle between velocity and $q$. Let $N_0=k_F/\pi^2$ be the density of states for both spins and $\langle\cdot\rangle=\frac12\int_{-1}^1d\mu$. Since $a/(z-a)=-1+z/(z-a)$,
\begin{equation}
\chi_0(q,z)=N_0\Big\langle\frac{qv_F\mu}{z-qv_F\mu}\Big\rangle
=-N_0\Big[1-\Big\langle\frac{z}{z-qv_F\mu}\Big\rangle\Big].
\label{eq:classical}
\end{equation}
Put $z=i\gamma$ and $x=q\ell$, with mean free path $\ell=v_F\tau$. The average becomes $\langle1/(1+ix\mu)\rangle$. Its odd part cancels, which leaves $\langle1/(1+x^2\mu^2)\rangle=\arctan(x)/x$. So
\begin{equation}
\chi_0(q,i\gamma)=-N_0\Big[1-\frac{\arctan x}{x}\Big],
\label{eq:static}
\end{equation}
while without collisions $\chi_0(q,0)=-N_0$.

Q: For $x\to0$ the bracket goes to zero. The metal stops responding?

A: It stops responding as a metal. The potential energy made by the displaced electrons is $4\pi\,\delta n/q^2$, so $U=U_{\rm ext}+4\pi\chi U/q^2$ and $\epsilon=U_{\rm ext}/U=1-4\pi\chi/q^2$. For small $x$ the bracket is $x^2/3$. With $N_0=3n/v_F^2$ and $\omega_p^2=4\pi n$,
\begin{equation}
\epsilon_{\rm bare}\to1+\frac{4\pi N_0\ell^2}{3}=1+\omega_p^2\tau^2 .
\end{equation}
This is finite, as in an insulator. A bulk metal needs $\epsilon\simeq1+4\pi N_0/q^2$, which diverges.

Q: With a large $\omega_p\tau$ one might not notice.

A: Then look at the current. At $\omega=0$, (\ref{eq:leak}) gives $j=i\gamma\,\delta n/q$, which is not zero. Let $s$ be the bracket in (\ref{eq:static}), so that $\delta n=-N_0sU$. The mean work per unit time and volume done by the force $-iqU$, for real $U$, is
\begin{equation}
\tfrac12{\rm Re}\,[\,j\,(iqU)]=\tfrac12{\rm Re}\Big[\frac{-i\gamma N_0sU}{q}\,iqU\Big]=\tfrac12\gamma N_0sU^2>0 .
\end{equation}
A static potential would produce Joule heat for ever. The energy comes from the collision term itself: it carries electrons from the crests, where $U$ is low, to the troughs, where $U$ is high, and the current brings them down again. Since ${\rm Tr}\,H[H,\rho]=0$ for $H=H_0+U$, the steady state has $\gamma\,{\rm Tr}\,H(\rho-\rho_{\rm ref})=0$, so what the collisions take as kinetic energy they give back as potential energy. In equilibrium there can be neither this current nor this cycle.

\section*{The repair}

Q: So the target of the relaxation is wrong. What should it be?

A: Collisions act locally, so they should lead to an equilibrium with the density that is actually there. Let the chemical potential vary by $\delta\mu\,e^{i(qx-\omega t)}$ and take $\rho_{\rm ref}=f(H_0-\delta\mu)$. This matrix commutes with $H_0-\delta\mu$. To first order the commutator reads $\Delta\,\delta\rho_{\rm ref}-F\,\delta\mu=0$, so
\begin{equation}
\delta\rho_{\rm ref}=\frac{F}{\Delta}\,\delta\mu,\qquad
\delta n_{\rm ref}=\sum_k\frac F\Delta\,\delta\mu=-\chi_0(q,0)\,\delta\mu .
\end{equation}
Where $\Delta=0$, $F/\Delta$ means its limit $-f'(\varepsilon)$. Now demand $\delta n_{\rm ref}=\delta n$, which fixes $\delta\mu=-\delta n/\chi_0(q,0)$. The right side of (\ref{eq:leak}) is then zero.

Q: Should the local equilibrium not contain $U$ as well?

A: You may write it as $f(H_0+U-\delta\mu')$ with $\delta\mu'=\delta\mu+U$. It is the same matrix, because the density fixes only the combination $\delta\mu'-U$.

Q: And the response?

A: Write $\chi_z=\chi_0(q,z)$ and $\chi_s=\chi_0(q,0)$. Divide (\ref{eq:master}) by $z-\Delta$, sum, and use
\[
\frac1{\Delta(z-\Delta)}=\frac1z\Big[\frac1\Delta+\frac1{z-\Delta}\Big].
\]
With $\sum F/\Delta=-\chi_s$ this gives
\begin{align}
\delta n&=\chi_zU+\frac{i\gamma}{z}(\chi_z-\chi_s)\,\delta\mu\label{eq:general}\\
&=\chi_zU-\frac{i\gamma}{z}\Big(\frac{\chi_z}{\chi_s}-1\Big)\delta n .\nonumber
\end{align}
Collect $\delta n$ on the left, multiply by $z$, and use $z-i\gamma=\omega$:
\begin{equation}
\chi_M(q,\omega)=\frac{(\omega+i\gamma)\,\chi_0(q,\omega+i\gamma)}
{\omega+i\gamma\,\chi_0(q,\omega+i\gamma)/\chi_0(q,0)} .
\label{eq:mermin}
\end{equation}
This is Mermin's response function. At $\omega=0$, $i\gamma\chi_z$ cancels and $\chi_M=\chi_0(q,0)$. Continuity then gives $j=0$, and the heating is gone.

Q: And in the other order, small $q$ at fixed $\omega$?

A: Expand (\ref{eq:classical}) in $qv_F\mu/z$. The first-order term averages to zero, and the second gives $\chi_z\to N_0q^2v_F^2/(3z^2)=nq^2/z^2$. The ratio $\chi_z/\chi_s$ vanishes, so $\chi_M\to nq^2/[\omega(\omega+i\gamma)]$. Density and current now agree on the Drude conductivity.

The two orders of limits meet in diffusion. For $\omega\ll\gamma$ and $q\ell\ll1$, set $z\simeq i\gamma$ and $\chi_z\simeq-N_0q^2\ell^2/3$. With $D=v_F^2\tau/3$ the numerator of (\ref{eq:mermin}) is $-iN_0Dq^2$ and the denominator is $\omega+iDq^2$, so
\begin{equation}
\chi_M\simeq-N_0\frac{Dq^2}{Dq^2-i\omega}.
\end{equation}
The static value is reached when $\omega\ll Dq^2$, that is, when the field changes slowly compared with the time for diffusion over a distance $1/q$.

Q: Could I not simply relax to $f(H_0+U)$? That is the true equilibrium in a static potential.

A: That is $\delta\mu=-U$ in (\ref{eq:general}):
\begin{equation}
\chi=\chi_z-\frac{i\gamma}{z}(\chi_z-\chi_s)=\frac{\omega\chi_z+i\gamma\chi_s}{z}.
\end{equation}
At $\omega=0$ it is right. At other frequencies (\ref{eq:leak}) leaves the source $-\gamma(\delta n-\chi_sU)$. For a 200 nm period at 1 THz in the metal considered below, this false source is 0.72 of $|\omega\,\delta n|$. Correct static screening is therefore no proof of conservation.

Q: I would like to see the formula hold without these sums over $k$.

A: Take a ring of 14 sites with hopping 1, temperature 0.4, chemical potential $-0.5$, $\gamma=0.3$, $\omega=0.7$, and a potential with three periods around the ring. Solve for the full density matrix in the site basis, and obtain the local equilibrium by changing the site energies slightly. Per site and for one spin direction, the response is $-0.2213-0.0461i$, and (\ref{eq:mermin}) with the band energies of the ring gives the same digits. The static values are $-0.2161$ from this solution, $-0.2161$ for $\chi_0(q,0)$, and $-0.2057$ for the bare term.

\section*{What the extra term means}

Q: Is the local equilibrium more than a bookkeeping device?

A: For a cold gas and $q\ll k_F$ it is scattering into other directions. Write the change of the distribution as $\delta(\varepsilon-E_F)\,g(\mu)$, so $\delta n=N_0\langle g\rangle$. The reference becomes $\delta(\varepsilon-E_F)\,\delta\mu$ with $\delta\mu=\delta n/N_0=\langle g\rangle$, and
\begin{equation}
(-i\omega+iqv_F\mu)\,g+iqv_F\mu\,U=-\gamma\,(g-\langle g\rangle).
\label{eq:kin}
\end{equation}
The term $-\gamma g$ removes electrons from a direction. The term $\gamma\langle g\rangle$ returns them, spread evenly over all directions, as isotropic elastic scattering does. Your bare term keeps the first and drops the second.

Q: Real scattering need not be isotropic.

A: The static result survives. At $\omega=0$, $g=-U$ solves (\ref{eq:kin}). Let the returning term be $\gamma_o\langle(1+3a\mu\mu')g(\mu')\rangle$ and the outgoing one $\gamma_og$. For constant $g$ they still cancel, since $\langle\mu'\rangle=0$. The dynamics does change. For $g=\mu$, $\langle\mu'^2\rangle=1/3$ gives the current relaxation rate $\gamma_o(1-a)$. With this rate held at $\gamma$ and $a=0.3$, the complex response at 200 nm and 1 THz shifts by 2.0\% of the modulus of its isotropic value.

Q: What becomes of a density pattern when the potential is switched off?

A: First take a neutral pattern, such as more spin up here and more spin down there, without spin flips or interactions. Set $U=0$ and $g\propto e^{-st}$ in (\ref{eq:kin}), so $(\gamma-s+iqv_F\mu)\,g=\gamma\langle g\rangle$. Divide and average, for $s<\gamma$:
\begin{equation}
1=\frac{\gamma}{qv_F}\arctan\frac{qv_F}{\gamma-s}
\quad\Rightarrow\quad s=\gamma-qv_F\cot(q\ell),\qquad q\ell<\frac\pi2 .
\end{equation}
Since $x\cot x\simeq1-x^2/3$, small $q$ gives $s=\gamma q^2\ell^2/3=Dq^2$. With the bare term $\gamma\langle g\rangle$ is missing, and the amplitude in each direction decays at rate $\gamma$ whatever the wavelength. The directions also run out of step, so from an isotropic start the density follows $e^{-\gamma t}\sin(qv_Ft)/(qv_Ft)$. There is no diffusion.

A charged pattern oscillates instead. With the small-$q$ Mermin response, $\epsilon=0$ reads $\omega^2+i\gamma\omega-\omega_p^2=0$, so
\begin{equation}
\omega=\pm\sqrt{\omega_p^2-\gamma^2/4}-i\gamma/2 .
\end{equation}
The bare response has $(\omega+i\gamma)^2=\omega_p^2$, hence $\omega=\pm\omega_p-i\gamma$. It doubles the damping of the plasmon.

\section*{Numbers for a copper-like line}

Q: Screening in copper happens within about an ångström. Do I have to care?

A: At that distance, hardly. Take rough values for copper near room temperature: 85 electrons per nm$^3$ and $\tau=25$ fs. They give $E_F=7.05$ eV, a resistivity of $1.67\ \mu\Omega\,$cm and
\[
\ell=v_F\tau=(1.575\times10^6\ {\rm m/s})(25\ {\rm fs})=39.4\ {\rm nm}.
\]
At the Thomas--Fermi wavevector, $18.1\ {\rm nm}^{-1}$, the bare static response is too small by only 0.26\% of the correct one. An electron crosses such a short distance long before it collides.

Q: And on the scale of the line?

A: For a period of 200 nm, $q=2\pi/(200\ {\rm nm})=0.0314\ {\rm nm}^{-1}$ and $x=q\ell=1.237$. Equation (\ref{eq:static}) leaves 0.28 of the correct static response. With the same $\ell$, a period of 20 nm leaves 0.88 and one of 2000 nm leaves 0.005.

Let the total potential energy have an amplitude of $1\ \mu$eV at the 200 nm period. The correct density amplitude is $18.1\times10^{-6}\ {\rm nm}^{-3}$, and the bare one is $5.06\times10^{-6}\ {\rm nm}^{-3}$, or $5.06\times10^{21}\ {\rm m}^{-3}$. The false static current is
\[
\frac{e\gamma|\delta n|}{q}=\frac{(1.60\times10^{-19}\,{\rm C})(4\times10^{13}\,{\rm s}^{-1})(5.06\times10^{21}\,{\rm m}^{-3})}{3.14\times10^{7}\,{\rm m}^{-1}},
\]
which is $1.03\times10^9\ {\rm A/m^2}$, or $0.10\ {\rm MA/cm^2}$. The false Joule heating $\frac12\gamma|\delta n|U$ is $1.6\times10^{10}\ {\rm W/m^3}$.

Q: A microelectronvolt sounds like nothing.

A: It is what remains after screening. In bulk metal the correct $\epsilon$ at this period is $3.3\times10^5$, so the external amplitude is 0.33 eV. The bare $\epsilon$ is $0.93\times10^5$ and tends to $1.7\times10^5$ at long wavelength, instead of diverging.

Q: And in time?

A: At 1 THz and 200 nm, $|\chi|/N_0$ is 0.96 with Mermin's term and 0.28 without it. At long times a neutral pattern of this period decays with a time constant of 43.8 fs; from an isotropic start the decay sets in slowly, and the density needs about 68 fs to fall to $1/e$. The diffusion law $1/(Dq^2)$ gives 49.0 fs; it is already rough because $q\ell$ is not small. With the bare term each direction decays in 25 fs, and the density sooner. The plasmon at 10.8 eV has an amplitude damping of 13 meV, against 26 meV from the bare term.

Q: How much of this carries over to a real interconnect?

A: The resistivity is close to that of bulk copper, roughly $1.7\ \mu\Omega\,$cm. The false current is proportional to the amplitude I assumed, but its ratio to the Drude current $n\tau qU$ that a uniform static field of the same strength would drive is not: with $s$ the bracket in (\ref{eq:static}), this ratio is $\gamma N_0s/(n\tau q^2)=3s/x^2=0.55$. The ratio 0.28 is less secure than its digits suggest. A mean free path 20\% shorter or longer gives 0.21 or 0.34, and operation at 378 K with $\tau\propto1/T$ gives 0.21. Exchange and correlation matter more. In a local approximation they add $f\,\delta n$ to $U$, so $\chi$ becomes $\chi/(1-f\chi)$. For the uniform gas at this density the correct static response grows by the factor $1/(1+N_0f)=1.93$, hence $N_0f=-0.48$. The bare response grows by $1/(1-0.28\times0.48)=1.16$, and the ratio falls to $0.28\times1.16/1.93=0.17$. Surfaces are absent from the model: in a 40 nm film with fully diffuse surfaces they raise the resistivity by a factor of about 1.45. They also change the electrostatics. The kernel $4\pi/q^2$, and with it the values of $\epsilon$, the 0.33 eV and the plasmon, belong to bulk metal. In a line narrower than the period, part of the screening charge sits at the surface, and a static potential from outside electrodes reaches only a surface layer about a Thomas--Fermi length thick. Thermal smearing changes the static response by about $10^{-5}$ of itself. The plasmon is the least copper-like item, because the $d$ electrons are left out. A trial background constant of 5 moves it to 4.8 eV and leaves both dampings unchanged at fixed $\tau$; absorption by $d$ electrons would add damping of its own, and a $\tau$ taken from the resistivity need not hold at so high a frequency.

Q: When would Mermin's form itself be the wrong choice?

A: When something besides number has to be conserved. Equation (\ref{eq:mermin}) lets the current decay at rate $\gamma$, which suits impurities and phonons that pass momentum to the lattice. If electrons collide mainly with one another, momentum must stay in the gas, and the local equilibrium needs a drift velocity as well. If heat flow matters, it needs a local temperature. I would keep your $\tau$ and change what the electrons relax to.

Q: Then my error was to read "the total number is conserved" as "number is conserved at each place".

A: Yes. The second statement needs the electrons removed by a collision to reappear at the same place.

\section*{Table of computed values}
\begin{verbatim}
RING (hopping = 1): T, mu, g, w = 0.4 -0.5 0.3 0.7
sites, mode number: 14 3
Mermin response, density matrix: -0.221345-0.046141j
Mermin response, formula: -0.221345-0.046141j
bare response, density matrix: -0.202360-0.044217j
static: Mermin -0.216054, chi0 -0.216054, bare -0.205729
COPPER-LIKE METAL (rough inputs)
electron density: 85 nm^-3
relaxation time: 25 fs
temperature: 300 K
period of potential: 200 nm
amplitude of total potential energy: 1 ueV
resistivity: 1.67 uOhm cm
Fermi energy: 7.049 eV
Fermi velocity: 1.575 10^6 m/s
mean free path ell: 39.37 nm
q: 0.03142 nm^-1
q ell: 1.237
bare/correct static response, period 20 nm: 0.8795
bare/correct static response, period 200 nm: 0.2797
bare/correct static response, period 2000 nm: 0.005052
correct static density amplitude: 18.09 10^-6 nm^-3
bare static density amplitude: 5.059 10^-6 nm^-3
spurious static current amplitude, bare: 0.1032 MA/cm^2
spurious mean heating, bare: 1.621e+10 W/m^3
static dielectric function, Mermin: 3.316e+05
static dielectric function, bare: 9.275e+04
bare static dielectric function, q to 0: 1.691e+05
external potential energy needed, Mermin: 0.3316 eV
Thomas-Fermi wavevector: 18.09 nm^-1
bare static response error at that wavevector: 0.2634 %
frequency: 1 THz
w tau: 0.1571
|response|/N0, Mermin: 0.9593
|response|/N0, bare: 0.2784
|w dn|/|q j|, bare (continuity: 1): 0.1552
|leak|/|w dn|, relaxation to f(H0+U): 0.7215
neutral pattern decay time, Mermin: 43.8 fs
same from diffusion D q^2: 49.03 fs
diffusion constant: 206.6 cm^2/s
plasmon energy, background 1: 10.83 eV
  amplitude damping: Mermin 13.17 meV, bare 26.33 meV
plasmon energy, background 5: 4.844 eV
  amplitude damping: Mermin 13.17 meV, bare 26.33 meV
NEGLECTED EFFECTS
thermal reduction of static response: 1.11e-05 (fraction)
quantum finite-q reduction: 4.45e-07 (fraction)
LDA exchange-correlation factor on static response: 1.931
forward scattering (0.3), response change: 2.03 %
bare/correct ratio, ell -20 % / +20 %: 0.2116 / 0.3411
bare/correct ratio at 378 K (tau as 1/T): 0.2093
resistivity factor, diffuse 40 nm film: 1.455
\end{verbatim}
